# Third-order spin tunnelling: thermal logarithms, step anomalies and bias asymmetry, part 1

(Sections cited here and not found follow in the second part.)

## I. From the two vertices to a bias-independent spectral function

### The situation and the model

A magnetic atom sits on a metal surface and a scanning tunnelling tip is held above it. An electron crossing the junction can exchange angular momentum with the atom's spin. When the bias supplies enough energy to excite the spin, an inelastic channel opens and the differential conductance rises in a step. If the densities of states are constant and the spin populations are thermal, that is all an unpolarized junction shows to second order in the tunnelling vertex: flat plateaus joined by thermally rounded steps, equal at the two signs of bias. Under these conditions a maximum at zero bias, extra structure next to the steps, and a difference between the two bias polarities require a further process, in which the tunnelling electron, or another surface electron, also scatters from the spin inside the surface. This is the third-order process of the Appelbaum–Anderson–Kondo description. This appendix derives its contribution in a form that can be programmed for any spin with known levels, within the assumptions stated below.

The atom has a spin operator $\mathbf S$, taken dimensionless, and a spin Hamiltonian $H_S$ with eigenstates $|i\rangle$ and energies $E_i$. Write $\Delta_{mi}=E_m-E_i$ and $\mathbf S_{mi}=\langle m|\mathbf S|i\rangle$. Tip electrons have operators $a_{k\sigma}$, surface electrons $c_{q\sigma}$. The two interactions are

$$V_{ts}=T_0\sum_{kq\sigma\sigma'}c^\dagger_{q\sigma'}\,(u+\boldsymbol\sigma\cdot\mathbf S)_{\sigma'\sigma}\,a_{k\sigma}+\text{h.c.},$$

$$V_{ss}=J\sum_{qq'\sigma\sigma'}c^\dagger_{q'\sigma'}\,(v+\boldsymbol\sigma\cdot\mathbf S)_{\sigma'\sigma}\,c_{q\sigma}.$$

The real numbers $u$ and $v$ measure spin-independent (potential) scattering relative to exchange, in tunnelling and in the surface respectively. With electron spin $\mathbf s=\boldsymbol\sigma/2$, the surface exchange is $2J\,\mathbf s\cdot\mathbf S$, so $J>0$ is antiferromagnetic.

All electron energies are measured from the surface Fermi level. The tip Fermi level lies at $eV$, with $e>0$, so that $eV>0$ drives electrons from tip to surface; this is a positive sample bias. Both metals are unpolarized, with densities of states per spin $\rho_t$ and $\rho_s$ that are constant over the energies of interest. The surface band runs from $-W$ to $W$, and $W$ is much larger than $kT$, $|eV|$ and all level differences. The atom couples weakly to the tip, so exchange scattering from tip to tip is neglected. The current is calculated to order $T_0^2J$.

### The amplitude with one surface scattering

Consider an electron of energy $\varepsilon$ in the tip that ends in an empty surface state of energy $\varepsilon'$, while the spin goes from $i$ to $f$. Energy conservation gives

$$\varepsilon'=\varepsilon-\Delta_{fi}.$$

It is convenient to keep the electron-spin structure as $2\times2$ matrices and to treat the atomic matrix elements as numbers:

$$A_{fi}=u\,\delta_{fi}+\boldsymbol\sigma\cdot\mathbf S_{fi},\qquad B_{fi}=v\,\delta_{fi}+\boldsymbol\sigma\cdot\mathbf S_{fi}.$$

The direct amplitude is $M_1=T_0A_{fi}$. The next amplitude follows from second-order perturbation theory, $M_2=\sum V|{\rm int}\rangle\langle{\rm int}|V/(E_{\rm initial}-E_{\rm int})$, with one factor $V_{ts}$ and one factor $V_{ss}$. Two time orders lead to the same final state.

In the first, the electron tunnels into an empty surface state $q$, taking the spin from $i$ to $m$, and then scatters from $q$ to the final state $k'$, taking the spin from $m$ to $f$. The energy denominator is $(\varepsilon+E_i)-(\varepsilon_q+E_m)$. The operators reduce as

$$c^\dagger_{k'}c_q\,c^\dagger_q a_k=(1-n_q)\,c^\dagger_{k'}a_k ,$$

and the spin matrices, read along the path of the electron from right to left, are $B_{fm}A_{mi}$.

In the second, an electron already present in $q$ scatters into $k'$ first, taking the spin from $i$ to $m$. The tip electron then fills the hole in $q$, taking the spin from $m$ to $f$. Moving $c_q$ to the left past two fermion operators, and then exchanging $a_k$ with $c^\dagger_{k'}$, gives

$$c^\dagger_q a_k\,c^\dagger_{k'}c_q=n_q\,a_kc^\dagger_{k'}=-n_q\,c^\dagger_{k'}a_k .$$

The denominator is $\varepsilon_q+E_i-\varepsilon'-E_m$. Inserting $\varepsilon'=\varepsilon-E_f+E_i$ turns it into $-(\varepsilon+E_m-E_f-\varepsilon_q)$, whose sign cancels the fermion sign. In electron-spin space the line still begins in the tip and ends in $k'$, so the matrix that acts last along it is the one that acted first in time. The product is $B_{mi}A_{fm}$.

The occupations of different orbitals are independent in the unperturbed surface, and the interference term needed below is linear in $n_q$. Thermal averaging therefore replaces $n_q$ by $f(\varepsilon_q)$, where $f(x)=1/(e^{x/kT}+1)$. Hence

$$\frac{M_2}{T_0J}=\sum_{mq}\left[\frac{1-f(\varepsilon_q)}{\varepsilon-\Delta_{mi}-\varepsilon_q}\,B_{fm}A_{mi}+\frac{f(\varepsilon_q)}{\varepsilon+E_m-E_f-\varepsilon_q}\,B_{mi}A_{fm}\right].$$

The single term $q=k'$ is omitted; its weight vanishes when the surface levels form a continuum. Scattering that returns a surface electron to its own orbital adds a mean exchange field proportional to the surface polarization, which is zero here, and a potential shift common to all spin states.

### The thermal logarithm

The sums over $q$ become principal-value integrals with density $\rho_s$. Their on-shell imaginary parts are treated with the spin traces below. Define

$$g(E)=-\,\mathrm P\!\!\int_{-W}^{W}\frac{1-f(x)}{E-x}\,dx=\mathrm P\!\!\int_{-W}^{W}\frac{1-f(x)}{x-E}\,dx .$$

Integration by parts, with $f(W)\simeq0$ and $f(-W)\simeq1$, gives

$$g(E)=\ln(W-E)-\int(-f'(x))\ln|x-E|\,dx .$$

The same operation on the hole integral gives

$$\mathrm P\!\!\int_{-W}^{W}\frac{f(x)}{E-x}\,dx=\ln(W+E)-\int(-f'(x))\ln|x-E|\,dx .$$

For $|E|\ll W$ both logarithms of the band edge become $\ln W$, with errors of order $|E|/W$. Thus the particle sum is $-\rho_sg$ and the hole sum is $+\rho_sg$. This opposite sign controls all that follows.

The remaining integral is the real part of

$$\Lambda(E)=\int(-f'(x))\ln[-i(E-x)]\,dx ,$$

which is analytic for $\operatorname{Im}E>0$. Differentiate to obtain $\Lambda'(E)=\int(-f'(x))/(E-x)\,dx$ and close the contour in the lower half plane, away from the pole at $x=E$. At $x_n=-i\pi kT(2n+1)$, with $n\ge0$, the Fermi function behaves as $-kT/(x-x_n)$ plus regular terms. Its derivative therefore gives $-f'\simeq-kT/(x-x_n)^2$ with no simple pole, and the residue of $-f'h$ is $-kT\,h'(x_n)$. Here $h=1/(E-x)$ and $h'=1/(E-x)^2$. The clockwise contour supplies $-2\pi i$:

$$\Lambda'(E)=2\pi i\,kT\sum_{n\ge0}\frac1{[E+i\pi kT(2n+1)]^2}
=-\frac{i}{2\pi kT}\,\psi'\!\left(\tfrac12-\frac{iE}{2\pi kT}\right).$$

The last step uses $E+i\pi kT(2n+1)=2\pi i kT\,(n+\tfrac12-iE/2\pi kT)$ and $\psi'(a)=\sum_{n\ge0}(n+a)^{-2}$, where $\psi$ is the digamma function. Integration gives $\Lambda=\psi(\tfrac12-iE/2\pi kT)+C$. For $E=iy$ with large $y$, the definition gives $\Lambda\to\ln y$, while $\psi\to\ln(y/2\pi kT)$, so $C=\ln(2\pi kT)$. The real part does not change when the argument of $\psi$ is conjugated, and

$$\boxed{\,g(E)=\ln\frac{W}{2\pi kT}-\operatorname{Re}\psi\!\left(\frac12+\frac{iE}{2\pi kT}\right)\,}$$

For $|E|\gg kT$ this becomes $\ln(W/|E|)$. At $E=0$, $\psi(\tfrac12)=-\gamma-2\ln2$ with $\gamma$ Euler's constant, and $g(0)=\ln(2e^\gamma W/\pi kT)$. Temperature replaces the divergence by a maximum that grows as $-\ln T$. The function is even in $E$.

With $j=J\rho_s$, the amplitude is now

$$\frac{M_2}{T_0}=j\sum_m\left[-g(\varepsilon-\Delta_{mi})\,B_{fm}A_{mi}+g(\varepsilon+E_m-E_f)\,B_{mi}A_{fm}\right].$$

### Spin traces: what survives and what cancels

The rate contains $|M_1+M_2|^2$, of which $|M_1|^2+2\operatorname{Re}(M_1^*M_2)$ is kept. Since both metals are unpolarized, the electron spins are summed. Define

$$w_{if}=\frac1{2T_0^2}\left\{\operatorname{Tr}[M_1^\dagger M_1]+2\operatorname{Re}\operatorname{Tr}[M_1^\dagger M_2]\right\}.$$

The factor one half is a choice of normalization and will be restored in the conductance unit. Because $\mathbf S$ is Hermitian, $\mathbf S_{fi}^*=\mathbf S_{if}$, and so $A_{fi}^\dagger=u\delta_{fi}+\boldsymbol\sigma\cdot\mathbf S_{if}$. From $\operatorname{Tr}\sigma_a=0$ and $\operatorname{Tr}\sigma_a\sigma_b=2\delta_{ab}$, the second-order part is

$$w^{(2)}_{if}=u^2\delta_{if}+|\mathbf S_{if}|^2 .$$

In this order potential and exchange tunnelling add without interference.

For the part with three exchange vertices, use $\operatorname{Tr}\sigma_a\sigma_b\sigma_c=2i\epsilon_{abc}$ and define

$$R_{ifm}=-i\,\mathbf S_{if}\cdot(\mathbf S_{fm}\times\mathbf S_{mi}).$$

The particle process has trace $2i\,\mathbf S_{if}\cdot(\mathbf S_{fm}\times\mathbf S_{mi})=-2R_{ifm}$. In the hole process the last two vectors are interchanged, so its trace is $+2R_{ifm}$. These signs compensate the signs of the two logarithms, and the contributions add:

$$w^{(3),\rm ex}_{if}=2j\sum_mR_{ifm}\left[g(\varepsilon-\Delta_{mi})+g(\varepsilon+E_m-E_f)\right].$$

The terms with one potential vertex and two exchange vertices have three origins.

1. The factor $u$ comes from $M_1^\dagger$. This requires $f=i$. Both time orders have trace $2u|\mathbf S_{mi}|^2$, with logarithms $-g(\varepsilon-\Delta_{mi})$ and $+g(\varepsilon+\Delta_{mi})$.
2. The factor $u$ comes from the tunnelling vertex inside $M_2$. The particle process then has $m=i$ and gives $-2ju|\mathbf S_{fi}|^2g(\varepsilon)$; the hole process has $m=f$ and gives the same quantity with a positive sign. They cancel.
3. The factor $v$ comes from surface scattering. The particle process has $m=f$ and contains $-g(\varepsilon-\Delta_{fi})$; the hole process has $m=i$ and contains $+g(\varepsilon+E_i-E_f)$, which is $+g(\varepsilon-\Delta_{fi})$. They cancel too.

A product with two potential vertices and one exchange vertex has zero trace. With three potential vertices $i=m=f$, and the two time orders again cancel. These cancellations hold up to terms of order $|E|/W$. If the flat band ran from $-W_-$ to $W_+$, the sum of the particle and hole integrals would be $\ln[(E+W_-)/(W_+-E)]$, a smooth background without a singularity near the Fermi level.

The surviving interference is therefore elastic in its final result, although the spin passes through another level on the way:

$$w^{(3),\rm int}_{if}=2ju\,\delta_{if}\sum_m|\mathbf S_{mi}|^2\left[g(\varepsilon+\Delta_{mi})-g(\varepsilon-\Delta_{mi})\right].$$

The use of principal values is easiest to justify when the traces are real. Suppose that $H_S$ is a real matrix in the standard basis of $S_z$ eigenstates, as for the terms $S_z^2$, $S_x^2-S_y^2$ and a magnetic field in the $xz$ plane. Its eigenvectors can be chosen real; $S_x$ and $S_z$ then have real elements and $S_y$ imaginary ones. Each term of the triple product contains one component of each kind, so the product is imaginary and $R_{ifm}$ is real. The on-shell parts of the energy denominators are imaginary and do not contribute to $2\operatorname{Re}(M_1^*M_2)$. For a complex $R_{ifm}$ the on-shell parts do enter the individual rates. With thermal populations they still cancel in the forward and backward sums over spin states, because $\operatorname{Im}R_{ifm}$ changes sign when two labels are exchanged while the statistical weight does not: the labels are $f$ and $m$ in the forward particle process, $i$ and $m$ in the forward hole process. For other populations those parts have to be retained.

### The reverse current

Now let a surface electron of energy $\varepsilon'$ enter a tip state of energy $\varepsilon$, with the spin going from $i$ to $f$ and $\varepsilon'=\varepsilon+\Delta_{fi}$. The same construction gives the amplitude

$$\frac{M_2^{\rm back}}{T_0}=j\sum_m\left[-g(\varepsilon+E_f-E_m)A_{fm}B_{mi}+g(\varepsilon+E_m-E_i)A_{mi}B_{fm}\right].$$

The first term has the electron scatter in the surface before it tunnels. In the second, the electron in $q$ tunnels first and the original electron fills the hole. Compare this with the forward amplitude for the spin transition $f\to i$:

$$j\sum_m\left[-g(\varepsilon+E_f-E_m)B_{im}A_{mf}+g(\varepsilon+E_m-E_i)B_{mf}A_{im}\right].$$

Each spin matrix is the adjoint of its counterpart above, since $(B_{im}A_{mf})^\dagger=A_{fm}B_{mi}$ and similarly for the other product. The backward probability for $i\to f$ is consequently $w_{fi}(\varepsilon)$, where $\varepsilon$ is the energy in the tip for both directions.

The golden rule gives the net current, counted positive for electrons moving from tip to surface. After the labels $i$ and $f$ are exchanged in the backward part,

$$I=\frac{4\pi e}{\hbar}T_0^2\rho_t\rho_s\sum_{if}\int d\varepsilon\,w_{if}(\varepsilon)\left\{p_if_t(1-f')-p_ff'(1-f_t)\right\},$$

with $f_t=f(\varepsilon-eV)$ and $f'=f(\varepsilon-\Delta_{fi})$ inside these braces. The factor $4\pi$ is the golden-rule $2\pi$ times the 2 removed from the definition of $w_{if}$.

The populations $p_i$ are assumed thermal at the surface temperature. Introduce the weight

$$Q_{if}(\varepsilon)=p_i[1-f(\varepsilon-\Delta_{fi})]+p_ff(\varepsilon-\Delta_{fi}).$$

The braces equal $f_tQ_{if}-p_ff'$. Moreover $1-f'=e^{(\varepsilon-\Delta_{fi})/kT}f'$ and $p_ie^{-\Delta_{fi}/kT}=p_f$, so

$$Q_{if}=p_ff'\,(1+e^{\varepsilon/kT})=\frac{p_ff'}{f(\varepsilon)} .$$

The braces are then $Q_{if}(\varepsilon)[f(\varepsilon-eV)-f(\varepsilon)]$. All dependence on bias has moved into the tip's Fermi function. With

$$\mathcal A(\varepsilon)=\sum_{if}Q_{if}(\varepsilon)w_{if}(\varepsilon),\qquad G_0=\frac{4\pi e^2}{\hbar}T_0^2\rho_t\rho_s,$$

differentiation with respect to $V$ gives

$$\boxed{\,\frac{dI}{dV}=G_0\int\mathcal A(\varepsilon)\,[-f'(\varepsilon-eV)]\,d\varepsilon\,}$$

where $f'$ again denotes the derivative of $f$. The surface temperature enters $\mathcal A$, and the tip contributes one further thermal average.

## II. Broadened line shapes, logarithmic coefficients and a worked case

### Symbols and results carried forward

The levels $E_i$ have thermal populations $p_i$ and differences $\Delta_{mi}=E_m-E_i$. The potential ratio in tunnelling is $u$, the dimensionless surface exchange is $j=J\rho_s$, and the half band width is $W$. In units of $G_0$, the conductance $G(V)$ is the average of $\mathcal A=\sum_{if}Q_{if}w_{if}$ with weight $-f'(\varepsilon-eV)$, where

$$Q_{if}=p_i[1-f(\varepsilon-\Delta_{fi})]+p_ff(\varepsilon-\Delta_{fi}),$$

$$\begin{aligned}w_{if}={}&u^2\delta_{if}+|\mathbf S_{if}|^2\\&+2j\sum_mR_{ifm}[g(\varepsilon-\Delta_{mi})+g(\varepsilon+E_m-E_f)]\\&+2ju\,\delta_{if}\sum_m|\mathbf S_{mi}|^2[g(\varepsilon+\Delta_{mi})-g(\varepsilon-\Delta_{mi})].\end{aligned}$$

Here $R_{ifm}=-i\,\mathbf S_{if}\cdot(\mathbf S_{fm}\times\mathbf S_{mi})$ is real, and $g$ is the thermal logarithm in digamma form.

The conductance to third order is now a thermal average, over the tip's Fermi function, of a spectral function $\mathcal A$ that does not depend on bias. It remains to carry out that average, find the resulting line shapes and their bias asymmetry, and apply them to a worked example.
